# Evanescent Gap States of a Monolayer and Their Branch Point

A metal touches the edge of a semiconducting monolayer. At an energy inside the semiconductor's gap, an electron from the metal finds no propagating state to enter, yet its wave function does not stop at the edge. It continues as a decaying wave, and the charge in such waves helps to set the Schottky barrier. Two questions follow. How far do the waves reach at each energy, and at which energy do they pass from belonging to the valence band to belonging to the conduction band?

## Why scanning complex momentum is awkward

Let the edge be straight, so that the momentum along it is conserved. I write $q$ for this momentum times the lattice constant $a$. Divide the sheet into layers parallel to the edge, of spacing $h$, thick enough that only adjacent layers couple. A wave with momentum $k$ normal to the edge gains the Bloch factor $\mu=e^{ikh}$ per layer. Decay away from the contact means $|\mu|<1$, with amplitude decay rate
$$\kappa=-\frac{\ln|\mu|}{h}.$$

The direct approach is to insert a complex $k$ into the Bloch Hamiltonian $H(k)$ and diagonalize. But $H(k)$ is then not Hermitian, and its eigenvalues are in general complex. A stationary state needs real $E$, so one must search the complex $k$ plane for the curves on which an eigenvalue happens to be real. Fixing $\mathrm{Re}\,k$ at its band-edge value works only if the curve keeps that value.

The given quantity is the energy. The scheme should therefore fix a real $E$ and solve for $\mu$.

## A quadratic problem at fixed energy

Let $c_n$ hold the orbital amplitudes in layer $n$, with $N$ orbitals per layer cell. $H_0,S_0$ are the Hamiltonian and overlap blocks within a layer, and $H_1,S_1$ those to the next layer. With $K_0=H_0-ES_0$ and $K_1=H_1-ES_1$, the Schrödinger equation in layer $n$ reads
$$K_1c_{n+1}+K_0c_n+K_1^\dagger c_{n-1}=0 .$$
Insert $c_n=\mu^n c$ and divide by $\mu^{n-1}$:
$$\left(\mu^2K_1+\mu K_0+K_1^\dagger\right)c=0. \tag{1}$$

One could multiply by $K_1^{-1}$ and obtain an ordinary transfer matrix. This fails when $K_1$ is singular, as happens when some orbital has no partner in the next layer. Instead, stack $c$ and $\mu c$:
$$\begin{pmatrix}0&I\\-K_1^\dagger&-K_0\end{pmatrix}\begin{pmatrix}c\\\mu c\end{pmatrix}
=\mu\begin{pmatrix}I&0\\0&K_1\end{pmatrix}\begin{pmatrix}c\\\mu c\end{pmatrix}.$$
The first row is an identity and the second is (1). Nothing has been inverted. A generalized eigensolver returns each root as a ratio $\mu=\alpha/\beta$, and a singular $K_1$ merely gives some $\beta=0$. Decaying roots are selected by $|\alpha|<|\beta|$, without division. I assume that the determinant of (1) does not vanish for all $\mu$, which would signal a flat band at $E$.

The number of decaying roots follows from Hermiticity. Define $K(\mu)=K_0+\mu K_1+K_1^\dagger/\mu$. For real $E$,
$$K(\mu)^\dagger=K_0+\mu^*K_1^\dagger+K_1/\mu^*=K(1/\mu^*).$$
A matrix and its adjoint are singular together, so $\mu$ and $1/\mu^*$ are both roots, with reciprocal moduli. In a gap no root has $|\mu|=1$, since that would be a propagating state. Hence $N$ of the $2N$ roots decay, counting zero and infinity as a pair. The slowest has the largest modulus below one.

## Why the largest decay rate is not yet a branch point

At the band edges $\kappa$ goes to zero. If one root connects the two edges, its $\kappa(E)$ forms a loop with a maximum between them. It is tempting to tabulate $\kappa$ and call the largest entry the branch point. This has two faults: a flat maximum locates the energy poorly, and the maximum need not be a branch point.

The branch point is the place where two energies merge at one complex $k$. To find it, let $x$ and $y$ be the right and left null vectors, $Kx=0$ and $y^\dagger K=0$. Differentiate $Kx=0$ along the root, using $\partial K/\partial E=-S(\mu)$ with $S(\mu)=S_0+\mu S_1+S_1^\dagger/\mu$:
$$\left(K'\,d\mu-S\,dE\right)x+K\,dx=0,\qquad K'=K_1-\frac{K_1^\dagger}{\mu^2}.$$
Multiplication by $y^\dagger$ removes the last term, so
$$\frac{d\mu}{dE}=\frac{y^\dagger Sx}{y^\dagger K'x},\qquad
\frac{d\kappa}{dE}=-\frac1h\,\mathrm{Re}\left(\frac1\mu\frac{d\mu}{dE}\right). \tag{2}$$

The two special points of the loop are now distinct. At a band edge the denominator vanishes: two values of $\mu$ merge at one energy. At the branch point the numerator vanishes. If the second derivative $\mu''$ is not zero there, then
$$\mu-\mu_b\simeq\tfrac12\mu''(E-E_b)^2\quad\Rightarrow\quad E-E_b\simeq\pm\sqrt{2(\mu-\mu_b)/\mu''},$$
and two energy sheets meet in a square root. For an orthogonal basis, $y^\dagger x=0$ is also the condition that $(H-E_b)z=x$ has a solution $z$. The matrix $H(\mu_b)$ then has a Jordan chain: two eigenvalues have merged and share the eigenvector $x$.

When does the maximum of $\kappa$ satisfy this condition? Suppose the determinant $D(\mu,E)$ of $K(\mu)$ is unchanged by $\mu\to1/\mu$, as a reflection that reverses $k$ ensures. Real blocks ensure it too, since then $K(\mu)^T=K(1/\mu)$; this is the case in the zigzag model below. Hermiticity gives $D(\mu)^*=D(1/\mu^*)$ for real $E$, hence $D(\mu)^*=D(\mu^*)$, and the coefficients are real. A simple real root then stays real until it meets another root. While $\mu$ is real, so is $d\mu/dE$, and $d\kappa/dE=0$ implies $d\mu/dE=0$. The maximum is a branch point at real energy.

If $\mu$ is complex, the maximum only requires $\mathrm{Im}(dk/dE)=0$. The real part may survive, and the branch point then lies at complex energy. One must solve $\det K=0$ and $y^\dagger Sx=0$ together for complex $E$ and $\mu$, continuing the block $K_1^\dagger$ as $H_1^\dagger-ES_1^\dagger$, without conjugating $E$.

The scheme for the symmetric case is therefore:

1. At fixed $q$ and real $E$, solve the linearized problem and take the slowest decaying root.
2. Compute its slope from (2).
3. Bracket the sign change of $d\kappa/dE$, which is positive above the valence edge and negative below the conduction edge.
4. Confirm that $y^\dagger Sx$ vanishes there. If two roots exchange the rank of slowest, $\kappa$ has a kink, and each root must be followed separately.

## A monolayer that can be solved by hand

Take a honeycomb lattice with one orbital on each of the sublattices A and B, an orthogonal basis and a zigzag edge, for which $h=\sqrt3a/2$. Nearest neighbours couple by $t$, and neighbours on the same sublattice by $t_A$ or $t_B$. Let $g=2\cos(q/2)$.

An A atom has two B neighbours displaced by $\pm a/2$ along the edge, which give $tg$, and one straight across in the adjacent layer, which gives $t/\mu$. Thus
$$H_{AB}=t(g+1/\mu),\qquad H_{BA}=t(g+\mu),\qquad H_{AB}H_{BA}=t^2w,$$
$$w=1+g^2+g(\mu+1/\mu). \tag{3}$$
The six neighbours on the same sublattice contribute $2\cos q+g(\mu+1/\mu)$. Since $g^2=2+2\cos q$, this sum is $w-3$. Choose site energies $\Delta/2+3t_A$ and $-\Delta/2+3t_B$, so that the diagonal elements become $\Delta/2+t_Aw$ and $-\Delta/2+t_Bw$. The energies obey
$$\left(\tfrac{\Delta}{2}+t_Aw-E\right)\left(-\tfrac{\Delta}{2}+t_Bw-E\right)=t^2w. \tag{4}$$

For real momenta $w\ge0$, and $w=0$ at the corner K of the Brillouin zone, where $q=2\pi/3$, $g=1$ and $\mu=-1$. The edges there are $\pm\Delta/2$. Near the conduction edge, (4) gives to first order $E=\Delta/2+(t_A+t^2/\Delta)w$. At K, put $\mu=-e^{-\kappa h}$ in (3): $w=2-2\cosh\kappa h\simeq-\kappa^2h^2$. In atomic units this is $\kappa^2=2m_e(\Delta/2-E)$ with
$$m_e=\frac{1}{\tfrac32a^2(t^2/\Delta+t_A)},\qquad m_h=\frac{1}{\tfrac32a^2(t^2/\Delta-t_B)},$$
the hole mass following in the same way from the lower edge.

Solving (4) for $E$ gives
$$E=\tfrac12(t_A+t_B)w\pm\sqrt{\tfrac14(\Delta+\tau w)^2+t^2w},\qquad \tau=t_A-t_B.$$
The two energies merge when the root vanishes, that is, when
$$\tau^2w^2+(4t^2+2\Delta\tau)w+\Delta^2=0,\qquad E_b=\tfrac12(t_A+t_B)w_b. \tag{5}$$
Neither equation contains $q$, so in this model $E_b$ is the same for all loops. This follows because the bands depend on momentum through $w$ alone, and it need not hold for other bands.

## Numbers for the loop at K

Take $a=3.2$ angstrom, $\Delta=1.8$ eV, $t=1.3$ eV, $t_A=0.2$ eV and $t_B=0.1$ eV. The masses are 0.436 (electron) and 0.591 (hole) free-electron masses. Equation (5) becomes
$$0.01w^2+7.12w+3.24=0,$$
whose small root is $w_b=-0.4554$. Hence $E_b=0.15\times(-0.4554)=-0.0683$ eV from midgap. The other root is near $-700$ and gives an energy far outside the gap.

At K, (3) gives $\mu+1/\mu=w_b-2=-2.4554$, so $\mu_b=-0.5155$. With $h=2.771$ angstrom,
$$\kappa=\frac{-\ln 0.5155}{2.771}=0.239\ \text{angstrom}^{-1}.$$
The amplitude falls by $e$ in 4.18 angstrom (0.418 nm), and the density in half that distance. The slope search on the quadratic problem gives the same $E_b$ as (5), within $10^{-9}$ eV.

The effective-mass formula continued from the conduction edge to $E_b$ would give 0.333 angstrom$^{-1}$, about 39% above the model's own value. The parabola keeps rising with depth below the conduction edge, whereas the true loop must return to zero at the valence edge.

## The slowest loop is not at K

The smallest gap occurs at K, which suggests computing that loop alone. For $w<0$ and $\mu=-e^{-\kappa h}$, (3) gives
$$2\cosh\kappa h=\frac{1+|w|}{g}+g .$$
At fixed energy $w$ is fixed, and the derivative with respect to $g$, namely $1-(1+|w|)/g^2$, vanishes at $g=\sqrt{1+|w|}$. This is a minimum, and it is accessible if $|w|\le3$. There
$$\cosh\kappa h=\sqrt{1+|w|},\qquad \sinh^2\kappa h=|w|.$$
At a band edge $w\to0$ and the slowest loop is at K. At $E_b$, $g=1.206$, so $q=1.847$ instead of 2.094. The rate drops to 0.228 angstrom$^{-1}$ and the amplitude length grows to 4.39 angstrom (0.439 nm). The correction is 5%, but the search over $q$ is what reveals it.

For an armchair edge, the loop that starts at K reaches the same $w_b$ at a complex $k$ whose real part moves along the loop. The branch energy is still real, because $E$ depends on $w$ alone; a real $\mu$ is thus sufficient but not necessary. The slowest rate at $E_b$ becomes 0.233 angstrom$^{-1}$.

A failure is easy to produce. In the zigzag blocks at K, multiply the $t_A$ hopping to the next layer by $e^{0.5i}$, with the conjugate phase backward. This removes the symmetry $\mu\to1/\mu$. The maximum of $\kappa$ on the real axis is at $-0.0478$ eV, but the energies merge at $-0.0471$ eV with an imaginary part of magnitude 0.060 eV. At the maximum $|dk/dE|$ is 0.017 per eV angstrom, not zero.

## What the branch point says about charge

The link to charge comes from the Green function between cells $R$ layers apart. In an orthogonal basis $\mathrm{Tr}(E-H)^{-1}=\partial_E\ln\det(E-H)$. With $h\,dk=d\mu/(i\mu)$, the momentum integral is a contour integral around the unit circle:
$$\mathrm{Tr}\,G_R(E)=\frac{1}{2\pi i}\oint d\mu\,\mu^{R-1}\,\partial_E\ln\det(E-H(\mu)).$$
For invertible $H_1$ and $R\ge1$ there is no pole at $\mu=0$, since $(E-H)^{-1}$ vanishes there. At a simple root $\mu_j$ the residue of $\partial_E\ln\det$ is $\partial_E\det/\partial_\mu\det=-d\mu_j/dE$. Therefore
$$\mathrm{Tr}\,G_R(E)=-\sum_{|\mu_j|<1}\mu_j^{R-1}\frac{d\mu_j}{dE}=-\frac1R\frac{d}{dE}\sum_{|\mu_j|<1}\mu_j^R .$$
At large $R$ the slowest root dominates. If it is real, as at the zigzag edge, the trace changes sign where $d\mu/dE=0$ and nowhere else in the gap. A complex root behaves differently. At the armchair edge the pair $\mu,\mu^*$ contributes $2\,\mathrm{Re}(\mu^{R-1}d\mu/dE)$, which still vanishes at $E_b$ but gains further zeros at some $R$, because the phase of $\mu$ moves along the loop. In the chain with the hopping phase, $d\mu/dE$ is not zero at real energy, and the large-$R$ trace does not vanish. The numbers that follow are for the zigzag loop at K. Direct integration over the zone puts the zero at $-0.0732$ eV for $R=1$, $-0.0682$ eV for $R=2$ and $-0.0683$ eV for $R=8$. The alternating approach has a plain cause: the fast root is $+0.0116$ and the slow one $-0.516$, so the correction is multiplied by about $-0.022$ for each added layer.

In the band sum for $G_R$, a state at energy $E_n$ carries, besides its Bloch phase, the factor $1/(E-E_n)$, which is positive for valence states and negative for conduction states. The zero of the trace is where the contributions of the two bands cancel. This is the basis for using $E_b$ as an estimate of the neutrality level. That a given metal pins its Fermi level there is a further assumption. If it holds, the electron barrier is $0.900+0.068=0.968$ eV and the hole barrier 0.832 eV.

## How far to trust the barrier

The lattice constant, gap and masses lie in the rough range of semiconducting dichalcogenide monolayers, but the orbitals do not: the band-edge states of those materials at K come largely from several d orbitals on the metal atom, not from two sublattices. The electron barrier is also high beside the few tenths of an eV, or less, inferred for some n-type contacts to such layers. It is a result for an ideal, strongly pinned edge contact, not a prediction for a device. Strong pinning is itself doubtful in this geometry. At a bulk interface the charge forms a dipole sheet, whose potential step persists into the semiconductor. At the edge of a monolayer it forms a dipole line, whose potential falls off with distance: roughly as the inverse distance if the metal is a thick wall, and only as the inverse square root if it is a thin sheet coplanar with the monolayer. The band alignment far from the edge is then not held by $E_b$, and the barrier near the edge may be thin enough to tunnel through. Real contacts break several assumptions, whose effects can be sized one at a time with the other parameters fixed:

- Screening by the metal may reduce the gap. At 1.5 eV the electron barrier is 0.798 eV and $\kappa$ at K is 0.201 angstrom$^{-1}$.
- Incomplete pinning moves the barrier by a slope times the mismatch between the metal's Fermi level and $E_b$ before charge flows. A rough slope of 0.3 and an assumed mismatch of 0.5 eV give 0.15 eV.
- A valence spin splitting of 0.15 eV, modelled by shifting the B site, moves $E_b$ to $-0.025$ or $-0.111$ eV.
- A nearest-neighbour overlap of $\mp0.05$ moves $E_b$ to $-0.098$ or $-0.039$ eV.

Defects and altered edge chemistry are not sized here.

The shape of the loop also matters for current. Suppose, for illustration, that the pinned barrier keeps its full height, which a dipole line does not ensure, and that the field $F$ beyond the edge is uniform, at 1 MV/cm or 0.01 V/angstrom. The barrier at $E_b$ is then 96.8 angstrom wide. For a slowly varying potential the tunnelling probability is about $e^{-\Gamma}$. Since the local energy relative to the bands changes by $F\,dx$ over a distance $dx$,
$$\Gamma=2\int\kappa\,dx=\frac2F\int_{E_b}^{\Delta/2}\kappa(E)\,dE .$$
The loop at K gives $\Gamma=36.1$, the parabolic band 43.0, so the latter underestimates the probability by a factor of roughly 900. K is again not quite the best edge momentum: at $q\approx1.98$, where the integral ends at that momentum's own conduction edge of 0.912 eV, $\Gamma$ is 35.3. Thermal emission at 300 K has the exponent $0.9683/0.02585=37.5$. The two exponents are close, so at this field tunnelling cannot be dropped on the strength of its exponent. Nor is either route the best one. Raising the energy from $E_b$ costs $1/k_BT=38.7$ per eV in the thermal exponent but saves $2\kappa/F=47.8$ per eV in $\Gamma$. An electron that is first excited part of the way and then tunnels therefore has a smaller total exponent, with the optimum where $2\kappa/F=1/k_BT$. A current would also need the prefactors.

The numerical output below lists the main values.

## Computed values

```
lattice constant 3.2 angstrom, layer spacing 2.7713 angstrom
gap 1.8 eV, t 1.3 eV, tA 0.2 eV, tB 0.1 eV
electron mass 0.436 m0, hole mass 0.591 m0
loop at K: energy from midgap (eV), mu, kappa (1/angstrom)
   -0.8   -0.7186  0.1193
   -0.4   -0.5409  0.2218
    0.0   -0.5164  0.2384
    0.4   -0.5622  0.2078
    0.8   -0.7490  0.1043
w at branch point -0.45535
branch point from midgap -0.06830 eV
slow mu there -0.51551, fast mu 0.01157
kappa at K 0.2391 1/angstrom
amplitude decay length at K 4.182 angstrom = 0.4182 nm
density decay length at K 2.091 angstrom
edge momentum q: K 2.0944, slowest 1.8466 rad
slowest kappa over q 0.2280 1/angstrom
slowest amplitude length 4.386 angstrom = 0.4386 nm
zero of Green trace, R=1: -0.0732394 eV
zero of Green trace, R=2: -0.0681914 eV
zero of Green trace, R=8: -0.0683021 eV
strong-pinning electron barrier 0.9683 eV
strong-pinning hole barrier 0.8317 eV
parabolic kappa at branch point 0.3327 1/angstrom
asymmetric chain, hopping phase 0.5 rad:
  top of kappa at real energy -0.04778 eV
  branch energy -0.04710 eV, |imag| 0.06033 eV
  |dk/dE| at top 0.01684 1/(eV angstrom)
neglected effects, rough sizes:
  spin splitting 0.15 eV: branch -0.0254, -0.1115 eV
  overlap -0.05, +0.05: branch -0.0984, -0.0385 eV
  gap 1.5 eV: branch -0.0478 eV
  gap 1.5 eV: electron barrier 0.7978 eV
  gap 1.5 eV: kappa 0.2011 1/angstrom
  pinning slope 0.3, mismatch 0.5 eV
  resulting barrier offset 0.15 eV
  armchair edge kappa 0.2331 1/angstrom
  kT at 300 K 0.02585 eV, barrier/kT 37.46
  field 1.0 MV/cm, barrier width 96.8 angstrom
  tunnel exponent: true loop 36.14, parabolic 42.96
```
